# Elastic constants and the Kleinman parameter in the Keating model of diamond: a program that tests the result

```python
"""Elastic constants of the Keating model of diamond.

Energy: E = 3 alpha/(8 d^2) sum_bonds (r.r - d^2)^2
          + 3 beta/(8 d^2) sum_angles (ri.rj + d^2/3)^2,
each bond and angle counted once; d = sqrt(3) a/4, a = cubic lattice constant.
Result under test (relaxed static lattice at zero stress):
  C11 = (alpha + 3 beta)/a,  C12 = (alpha - beta)/a,
  C44 = 4 alpha beta/(a (alpha + beta)),
  zeta = (alpha - beta)/(alpha + beta) = 2 C12/(C11 + C12),
  2 C44 (C11 + C12) = (C11 - C12)(C11 + 3 C12).
zeta is the Kleinman parameter: sublattice shift = -zeta (a/4) gamma,
where gamma = (2 e_yz, 2 e_xz, 2 e_xy) holds the engineering shears.
The direct side differentiates the nonlinear energy of an eight-atom cell.
"""
import itertools
import numpy as np
from scipy import constants

# Eight-atom cubic cell, lattice constant 1; atoms 0-3 and 4-7 are sublattices.
FCC = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
SITES = np.vstack([FCC, FCC + 0.25])
neighbor_rows, vector_rows = [], []
for i in range(8):
    found = []
    for j in range(8):
        for cell in itertools.product((-1, 0, 1), repeat=3):
            separation = SITES[j] + np.array(cell) - SITES[i]
            if abs(separation @ separation - 3 / 16) < 1e-10:
                found.append((j, separation))
    assert len(found) == 4
    neighbor_rows.append([item[0] for item in found])
    vector_rows.append([item[1] for item in found])
NEIGHBORS = np.array(neighbor_rows)
REST_BONDS = np.array(vector_rows)
FIRST, SECOND = np.triu_indices(4, 1)


def strain_matrix(voigt):
    xx, yy, zz, yz, xz, xy = voigt
    return np.array([[xx, xy / 2, xz / 2],
                     [xy / 2, yy, yz / 2],
                     [xz / 2, yz / 2, zz]])


def cell_energy(model, a, voigt, displacement):
    deformation = np.eye(3) + strain_matrix(voigt)
    bonds = a * REST_BONDS @ deformation.T
    bonds = bonds + displacement[NEIGHBORS] - displacement[:, None, :]
    return model(bonds)


def keating(alpha, beta, a):
    d2 = 3 * a**2 / 16

    def energy(bonds):
        squares = np.sum(bonds**2, axis=2)
        dots = np.sum(bonds[:, FIRST] * bonds[:, SECOND], axis=2)
        stretch = 0.5 * np.sum((squares - d2)**2)  # each bond appears twice
        bend = np.sum((dots + d2 / 3)**2)
        return 3 / (8 * d2) * (alpha * stretch + beta * bend)
    return energy


def elastic_response(model, a, step=1e-4):
    """Clamped and relaxed C, zeta, non-rigid motion, residual stress."""
    def total(x):
        return cell_energy(model, a, x[:6], a * x[6:].reshape(8, 3))

    size = 30
    unit = step * np.eye(size)
    hessian = np.zeros((size, size))
    for i in range(size):
        for j in range(i, size):
            value = (total(unit[i] + unit[j]) - total(unit[i] - unit[j])
                     - total(unit[j] - unit[i]) + total(-unit[i] - unit[j]))
            hessian[i, j] = hessian[j, i] = value / (4 * step**2)
    stress = np.array([(total(unit[i]) - total(-unit[i])) / (2 * step)
                       for i in range(6)]) / a**3
    # The pseudo-inverse removes the three uniform translations.
    inverse = np.linalg.pinv(hessian[6:, 6:], rcond=1e-4, hermitian=True)
    motion = -inverse @ hessian[6:, :6]
    clamped = hessian[:6, :6] / a**3
    relaxed = clamped + hessian[:6, 6:] @ motion / a**3
    motion = motion.reshape(8, 3, 6)
    mean_a, mean_b = motion[:4].mean(axis=0), motion[4:].mean(axis=0)
    nonrigid = max(np.abs(motion[:4] - mean_a).max(),
                   np.abs(motion[4:] - mean_b).max())
    zeta = -4 * (mean_b - mean_a)[0, 3]
    return clamped, relaxed, zeta, nonrigid, stress


def cubic_matrix(c11, c12, c44):
    matrix = np.diag([c11 - c12] * 3 + [c44] * 3).astype(float)
    matrix[:3, :3] += c12
    return matrix


def identity_ratio(c11, c12, c44):
    return 2 * c44 * (c11 + c12) / ((c11 - c12) * (c11 + 3 * c12))


def check_keating(alpha, beta, a):
    clamped, relaxed, zeta, nonrigid, stress = elastic_response(
        keating(alpha, beta, a), a)
    c11, c12 = (alpha + 3 * beta) / a, (alpha - beta) / a
    c44 = 4 * alpha * beta / (a * (alpha + beta))
    scale = (alpha + beta) / a
    # Finite-difference truncation is of order step^2.
    assert np.abs(relaxed - cubic_matrix(c11, c12, c44)).max() < 1e-5 * scale
    assert np.abs(clamped - cubic_matrix(c11, c12, scale)).max() < 1e-5 * scale
    assert abs(zeta - (alpha - beta) / (alpha + beta)) < 1e-5
    assert nonrigid < 1e-5
    assert np.abs(stress).max() < 1e-5 * scale
    direct = relaxed[0, 0], relaxed[0, 1], relaxed[3, 3]
    assert abs(identity_ratio(*direct) - 1) < 1e-4
    assert abs(zeta - 2 * direct[1] / (direct[0] + direct[1])) < 1e-4
    return direct, clamped[3, 3], zeta


# Quadratic energy density for general strain and sublattice shift.
rng = np.random.default_rng(4)
alpha_t, beta_t, a_t, small = 1.0, 0.35, 2.0, 1e-5
for _ in range(5):
    voigt, v = rng.normal(size=6), rng.normal(size=3)
    displacement = np.zeros((8, 3))
    displacement[4:] = small * v * a_t / 4
    direct_density = cell_energy(keating(alpha_t, beta_t, a_t), a_t,
                                 small * voigt, displacement)
    direct_density /= a_t**3 * small**2
    normal, gamma = voigt[:3], voigt[3:]
    trace = normal.sum()
    derived_density = (alpha_t * (trace**2 + np.sum((gamma + v)**2))
                       + beta_t * (np.sum((2 * normal - trace)**2)
                                   + np.sum((v - gamma)**2))) / (2 * a_t)
    assert abs(direct_density / derived_density - 1) < 1e-3

print("Keating model, direct lattice results (a = 1, alpha = 1):")
for beta_value in (0.2, 0.8, 1.5):
    (c11, c12, c44), _, zeta = check_keating(1.0, beta_value, 1.0)
    print(f"beta={beta_value:.1f}: C11={c11:.4f} C12={c12:.4f} "
          f"C44={c44:.4f} zeta={zeta:.4f} (C in alpha/a)")

# Rough measured sizes for silicon: inputs with two significant figures.
C11_ROUGH, C12_ROUGH, C44_ROUGH = 170.0, 64.0, 80.0  # GPa
A_ROUGH = 5.4  # angstrom
GPA_ANGSTROM = constants.giga * constants.angstrom  # in N/m
alpha_si = A_ROUGH * (C11_ROUGH + 3 * C12_ROUGH) / 4 * GPA_ANGSTROM
beta_si = A_ROUGH * (C11_ROUGH - C12_ROUGH) / 4 * GPA_ANGSTROM
direct_si, clamped_si, zeta_si = check_keating(
    alpha_si / GPA_ANGSTROM, beta_si / GPA_ANGSTROM, A_ROUGH)
assert abs(direct_si[0] - C11_ROUGH) < 0.01
assert abs(direct_si[1] - C12_ROUGH) < 0.01

# Both functions are monotonic in each input here, so corners bound them.
ratios, predictions, clamped_values = [], [], []
for sign11, sign12, sign44 in itertools.product((-1, 1), repeat=3):
    x11, x12 = C11_ROUGH + 5 * sign11, C12_ROUGH + 0.5 * sign12
    x44 = C44_ROUGH + 0.5 * sign44
    ratios.append(identity_ratio(x11, x12, x44))
    predictions.append((x11 - x12) * (x11 + 3 * x12) / (2 * (x11 + x12)))
    clamped_values.append((x11 + x12) / 2)
assert min(ratios) < 1 < max(ratios)
assert min(predictions) < C44_ROUGH < max(predictions)
assert min(clamped_values) > C44_ROUGH + 0.5

left = 2 * C44_ROUGH * (C11_ROUGH + C12_ROUGH)
right = (C11_ROUGH - C12_ROUGH) * (C11_ROUGH + 3 * C12_ROUGH)
print("Silicon, rough measured inputs:")
print(f"C11 = {C11_ROUGH:.0f} GPa, rounding +/- 5 GPa")
print(f"C12 = {C12_ROUGH:.0f} GPa, rounding +/- 0.5 GPa")
print(f"C44 = {C44_ROUGH:.0f} GPa, rounding +/- 0.5 GPa")
print(f"lattice constant = {A_ROUGH:.1f} angstrom")
print(f"fitted alpha = {alpha_si:.1f} N/m")
print(f"fitted beta = {beta_si:.1f} N/m")
print(f"Keating relaxed C44 = {direct_si[2]:.1f} GPa")
print(f"range of relaxed C44 from rounding = "
      f"{min(predictions):.1f} to {max(predictions):.1f} GPa")
print(f"Keating clamped C44 = {clamped_si:.1f} GPa")
print(f"range of clamped C44 from rounding = "
      f"{min(clamped_values):.1f} to {max(clamped_values):.1f} GPa")
print(f"Keating Kleinman parameter = {zeta_si:.3f}")
print(f"identity left side = {left:.0f} GPa^2")
print(f"identity right side = {right:.0f} GPa^2")
print(f"left/right = {left / right:.3f}")
print(f"range of left/right from rounding = "
      f"{min(ratios):.3f} to {max(ratios):.3f}")

# Stillinger-Weber silicon: published empirical potential, eV and angstrom.
SW_EPSILON, SW_SIGMA = 2.1683, 2.0951
SW_A, SW_B, SW_CUTOFF = 7.049556277, 0.6022245584, 1.8
SW_LAMBDA, SW_GAMMA = 21.0, 1.2


def stillinger_weber(bonds):
    lengths = np.sqrt(np.sum(bonds**2, axis=2))
    x = lengths / SW_SIGMA
    pair = SW_A * (SW_B * x**-4 - 1) * np.exp(1 / (x - SW_CUTOFF))
    dots = np.sum(bonds[:, FIRST] * bonds[:, SECOND], axis=2)
    cosine = dots / (lengths[:, FIRST] * lengths[:, SECOND])
    decay = np.exp(SW_GAMMA / (x - SW_CUTOFF))
    triple = (SW_LAMBDA * (cosine + 1 / 3)**2
              * decay[:, FIRST] * decay[:, SECOND])
    return SW_EPSILON * (0.5 * pair.sum() + triple.sum())


a_sw = 4 / np.sqrt(3) * 2**(1 / 6) * SW_SIGMA
assert a_sw / np.sqrt(2) > SW_CUTOFF * SW_SIGMA * 1.01
_, c_sw, zeta_sw, nonrigid_sw, stress_sw = elastic_response(
    stillinger_weber, a_sw)
EV_PER_A3_IN_GPA = constants.e / constants.angstrom**3 / constants.giga
c_sw = c_sw * EV_PER_A3_IN_GPA
assert np.abs(stress_sw).max() * EV_PER_A3_IN_GPA < 0.01
assert nonrigid_sw < 1e-4
sw11, sw12, sw44 = c_sw[0, 0], c_sw[0, 1], c_sw[3, 3]
assert np.abs(c_sw - cubic_matrix(sw11, sw12, sw44)).max() < 0.05
ratio_sw = identity_ratio(sw11, sw12, sw44)
assert abs(ratio_sw - 1) > 0.02  # the identity is not a symmetry law

print("Silicon, Stillinger-Weber potential, direct lattice results:")
print(f"lattice constant = {a_sw:.3f} angstrom")
print(f"C11 = {sw11:.1f} GPa")
print(f"C12 = {sw12:.1f} GPa")
print(f"C44 = {sw44:.1f} GPa")
print(f"identity left/right = {ratio_sw:.3f}")
print(f"Kleinman parameter from relaxation = {zeta_sw:.3f}")
print(f"2 C12/(C11 + C12) = {2 * sw12 / (sw11 + sw12):.3f}")
print("checks complete")
```

Printed output:

```
Keating model, direct lattice results (a = 1, alpha = 1):
beta=0.2: C11=1.6000 C12=0.8000 C44=0.6667 zeta=0.6667 (C in alpha/a)
beta=0.8: C11=3.4000 C12=0.2000 C44=1.7778 zeta=0.1111 (C in alpha/a)
beta=1.5: C11=5.5000 C12=-0.5000 C44=2.4000 zeta=-0.2000 (C in alpha/a)
Silicon, rough measured inputs:
C11 = 170 GPa, rounding +/- 5 GPa
C12 = 64 GPa, rounding +/- 0.5 GPa
C44 = 80 GPa, rounding +/- 0.5 GPa
lattice constant = 5.4 angstrom
fitted alpha = 48.9 N/m
fitted beta = 14.3 N/m
Keating relaxed C44 = 82.0 GPa
range of relaxed C44 from rounding = 78.5 to 85.4 GPa
Keating clamped C44 = 117.0 GPa
range of clamped C44 from rounding = 114.2 to 119.8 GPa
Keating Kleinman parameter = 0.547
identity left side = 37440 GPa^2
identity right side = 38372 GPa^2
left/right = 0.976
range of left/right from rounding = 0.931 to 1.026
Silicon, Stillinger-Weber potential, direct lattice results:
lattice constant = 5.431 angstrom
C11 = 151.4 GPa
C12 = 76.4 GPa
C44 = 56.4 GPa
identity left/right = 0.901
Kleinman parameter from relaxation = 0.629
2 C12/(C11 + C12) = 0.671
checks complete
```
